\section*{Equivalent defect parameters from one injection-dependent lifetime curve}

\section{Problem}

A semiconductor at temperature $T$ has equilibrium densities $n_0$ and $p_0$, with $n_0p_0=n_i^2$. Light maintains equal excess densities $\Delta$ of electrons and holes. Recombination proceeds through one kind of defect with a single level at energy $E_t$. Its electron and hole capture times are
\begin{equation}
\tau_n=\frac{1}{N_t\sigma_nv_n},\qquad
\tau_p=\frac{1}{N_t\sigma_pv_p},\qquad
k=\frac{\tau_p}{\tau_n}=\frac{\sigma_nv_n}{\sigma_pv_p},
\end{equation}
where $N_t$ is the defect density, $\sigma_{n,p}$ are capture cross-sections and $v_{n,p}$ thermal velocities. The level enters through
\begin{equation}
n_1=N_c e^{-(E_c-E_t)/k_BT},\qquad
p_1=N_v e^{-(E_t-E_v)/k_BT},\qquad n_1p_1=n_i^2 .
\label{eq:levels}
\end{equation}
Any level degeneracy is absorbed into $E_t$. Assume steady state, Boltzmann statistics, known $n_0,p_0,n_i$, and so few defects that their charge does not disturb $\Delta n=\Delta p=\Delta$. Other recombination has been subtracted.

\begin{enumerate}
\item How many independent numbers does the noiseless curve $\tau(\Delta)$ contain?
\item Find every set $(E_t,\tau_n,\tau_p)$ that gives the same curve.
\item Which trial energies are physically allowed, and what does the curve say about $k$?
\item Apply the answers to p-type silicon at 300 K with $p_0=10^{16}$ cm$^{-3}$ and a defect at $E_v+0.38$ eV, with $\tau_n=0.4167\ \mu$s and $\tau_p=297.62\ \mu$s. Use $E_c-E_v=1.12$ eV, $k_BT=0.02585$ eV, $N_c=2.9\times10^{19}$ and $N_v=2.7\times10^{19}$ cm$^{-3}$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item In steady state the net electron capture rate equals the net hole capture rate. Use this to eliminate the occupancy of the level.
\item Write the lifetime in terms of $N=n_0+p_0+\Delta$ instead of $\Delta$. Count the coefficients.
\item Hold those coefficients fixed, choose a trial energy, and solve for the capture times.
\item A solution is physical if both times are positive. For the range of $k$, ask how many energies can share one value of $k$.
\end{enumerate}

\section{Solution}

\subsection{What the curve contains}

Let $f$ be the probability that the level holds an electron. Capture minus emission gives the net rates
\begin{equation}
R_n=\frac{n(1-f)-n_1f}{\tau_n},\qquad
R_p=\frac{pf-p_1(1-f)}{\tau_p}.
\end{equation}
Setting $R_n=R_p$ and collecting $f$ gives
\begin{equation}
f=\frac{\tau_pn+\tau_np_1}{S},\quad
1-f=\frac{\tau_pn_1+\tau_np}{S},\quad
S=\tau_p(n+n_1)+\tau_n(p+p_1).
\end{equation}
Inserted in $R_n$, the terms $\tau_pnn_1$ cancel:
\begin{equation}
R=\frac{n(\tau_pn_1+\tau_np)-n_1(\tau_pn+\tau_np_1)}{\tau_nS}
=\frac{np-n_i^2}{S}.
\end{equation}
With $n=n_0+\Delta$ and $p=p_0+\Delta$, the numerator is $np-n_i^2=\Delta N$. Hence
\begin{equation}
\tau=\frac{\Delta}{R}
=\frac{\tau_n(p_0+p_1+\Delta)+\tau_p(n_0+n_1+\Delta)}{N}.
\end{equation}
Now $p_0+p_1+\Delta=N+(p_1-n_0)$ and $n_0+n_1+\Delta=N+(n_1-p_0)$, so
\begin{align}
\tau&=A\left(1+\frac bN\right),\qquad A=\tau_n+\tau_p,
\label{eq:line}\\
Ab&=\tau_n(p_1-n_0)+\tau_p(n_1-p_0).
\label{eq:b}
\end{align}
The lifetime is a straight line in $1/N$. Two injection levels determine $A$ and $b$; further noiseless points add nothing. Two numbers face three unknowns. The defect density and the separate cross-sections are still less determined, because they enter only through the products $N_t\sigma_n$ and $N_t\sigma_p$.

\subsection{The equivalent defects}

Divide \eqref{eq:b} by $\tau_n$ and use $A/\tau_n=1+k$:
\begin{equation}
b(1+k)=(p_1-n_0)+k(n_1-p_0).
\label{eq:bk}
\end{equation}
Collecting $k$ gives $k(n_1-p_0-b)=n_0+b-p_1$. With
\begin{equation}
\alpha=p_0+b,\qquad \gamma=n_0+b,
\end{equation}
the family is
\begin{equation}
k(E_t)=\frac{\gamma-p_1}{n_1-\alpha},\qquad
\tau_n=\frac{A}{1+k},\qquad \tau_p=\frac{Ak}{1+k}.
\label{eq:family}
\end{equation}
Every equivalent defect must satisfy this, since equal curves have equal $A$ and $b$. Conversely, reversing the algebra shows that each positive $k$ from \eqref{eq:family} restores the same $A$ and $b$.

The division fails at $n_1=\alpha$. A solution there would also need $p_1=\gamma$, hence $\alpha\gamma=n_i^2$. But
\begin{equation}
\alpha\gamma-n_i^2=b(n_0+p_0+b),
\label{eq:product}
\end{equation}
and the bracket is positive, because the low-injection lifetime is $\tau_{\rm low}=A(n_0+p_0+b)/(n_0+p_0)$. No solution is therefore lost when $b\neq0$.

The flat curve, $b=0$, needs separate treatment. Since $p_1-n_0=-(n_0/n_1)(n_1-p_0)$, equation \eqref{eq:bk} factorizes:
\begin{equation}
b(1+k)=(n_1-p_0)\left(k-\frac{n_0}{n_1}\right).
\end{equation}
A flat curve thus permits either $n_1=p_0$ with any $k$, or any level with $k=n_0/n_1$.

\subsection{Allowed energies and capture ratios}

For $b\neq0$, positivity of $k$ requires
\begin{equation}
(p_1>\gamma,\ n_1<\alpha)\quad\hbox{or}\quad
(p_1<\gamma,\ n_1>\alpha).
\label{eq:windows}
\end{equation}
The level must also lie in the gap. A lifetime that rises with injection has $b<0$. In p-type material one then usually has $\gamma<0$, because $n_0$ is tiny. The second alternative is impossible, the condition $p_1>\gamma$ is automatic, and one window remains: $n_1<\alpha$.

To find the range of $k$ in this window, multiply \eqref{eq:family} by $n_1(n_1-\alpha)$ and use $n_1p_1=n_i^2$:
\begin{equation}
kn_1^2-(k\alpha+\gamma)n_1+n_i^2=0.
\label{eq:quadratic}
\end{equation}
Ignoring the band edges for the moment, $k$ tends to infinity both for $n_1\to0$ and for $n_1\to\alpha$. It has a minimum between them, where the two roots merge. A vanishing discriminant with a positive root means $k\alpha+\gamma=2n_i\sqrt k$. Solving this quadratic for $\sqrt k$ and using \eqref{eq:product},
\begin{equation}
\sqrt{k_{\min}}=\frac{n_i+\sqrt{-b(n_0+p_0+b)}}{\alpha}.
\label{eq:kmin}
\end{equation}
For $\gamma<0$ the other sign of the root would make $\sqrt k$ negative. The merged root is $n_1=n_i/\sqrt{k_{\min}}$. If this level lies in the gap, \eqref{eq:kmin} is the least ratio there too.

When $n_i$ and $n_0$ are negligible beside the other terms, $n_0+p_0+b\simeq\alpha$ and
\begin{equation}
k_{\min}\simeq-\frac b\alpha\simeq
\frac{\tau_{\rm high}}{\tau_{\rm low}}-1,\qquad \tau_{\rm high}=A.
\label{eq:approx}
\end{equation}
The ratio of the limiting lifetimes, less one, therefore approximates the smallest capture ratio that fits the curve, not necessarily the actual one.

Near-intrinsic material can have $b<0$ with both $\alpha$ and $\gamma$ positive. Then a second window, $p_1<\gamma$, opens at larger $n_1$. There $k$ vanishes at both ends and has a maximum, given by the minus sign in \eqref{eq:kmin}. The merged root $n_i/\sqrt k$ confirms the assignment: the smaller $k$ belongs to the larger $n_1$.

\subsection{The silicon example}

The stated defect gives lifetimes of $3.364\ \mu$s at $\Delta=10^{14}$ cm$^{-3}$ and $149.226\ \mu$s at $10^{16}$ cm$^{-3}$. The corresponding $N$ are $1.01\times10^{16}$ and $2\times10^{16}$ cm$^{-3}$. From \eqref{eq:line},
\begin{align}
Ab&=\frac{3.364-149.226}{1/(1.01\times10^{16})-1/(2\times10^{16})}
=-2.976\times10^{18}\ \mu\hbox{s cm}^{-3},\\
A&=149.226+\frac{2.976\times10^{18}}{2\times10^{16}}
\simeq298.0\ \mu\hbox{s}.
\end{align}
Thus $b=-9.986\times10^{15}$ cm$^{-3}$ and, with more digits kept, $\alpha=1.400\times10^{13}$ cm$^{-3}$. The highest allowed level follows from $n_1=\alpha$:
\begin{equation}
E_t-E_v<1.12+0.02585\ln\frac{1.400\times10^{13}}{2.9\times10^{19}}
=0.744\ \hbox{eV}.
\end{equation}
No lower limit appears above the valence band edge.

As one member, take $E_v+0.20$ eV. Here $p_1=1.18\times10^{16}$ cm$^{-3}$, while $n_1$ is negligible beside $\alpha$:
\begin{equation}
k\simeq\frac{1.18\times10^{16}+9.99\times10^{15}}{1.400\times10^{13}}
\simeq1.56\times10^3 .
\end{equation}
Then $\tau_n=298.04/(1+k)=0.191\ \mu$s. Other members follow, computed with unrounded $k_BT$ and capture times; the rounded data of the problem shift $k$ by up to $0.2\%$:

\begin{center}
\begin{tabular}{cccc}
$E_t-E_v$ (eV) & $k$ & $\tau_n$ ($\mu$s) & $\tau_p$ ($\mu$s)\\
0.15 & 6541 & 0.0456 & 297.99\\
0.20 & 1556 & 0.1914 & 297.84\\
0.30 & 731 & 0.4071 & 297.63\\
0.38 & 714 & 0.4167 & 297.62\\
0.568 & 714 & 0.4167 & 297.62\\
0.70 & 873 & 0.3412 & 297.70\\
0.73 & 1706 & 0.1746 & 297.86
\end{tabular}
\end{center}

When the lifetimes of all seven were computed with unrounded parameters from the capture and emission balance at 41 injection levels from $10^{14}$ to $10^{16}$ cm$^{-3}$, they agreed to a relative $2.1\times10^{-13}$.

The least ratio is $713.5$, near $E_v+0.47$ eV. Equation \eqref{eq:quadratic} allows at most two levels for each $k$, so $k$ falls to this minimum and then rises. Between $0.30$ and $0.568$ eV it consequently stays between $713.5$ and $731$. If independent evidence places the level in that interval, $k$ is well fixed although the energy is not. Without such evidence, $k$ may be much larger.

The low-injection lifetime, for negligible $n_0$, explains the rise:
\begin{equation}
\tau_{\rm low}\simeq\tau_n\left(1+\frac{p_1}{p_0}\right)
+\tau_p\frac{n_1}{p_0}.
\end{equation}
Toward the valence band, hole emission raises the first term. Toward the upper limit, electron emission raises the second. In both cases a shorter $\tau_n$ compensates and leaves $\tau_{\rm low}=0.417\ \mu$s unchanged.

\subsection{Relation to a real wafer}

The parameters are rough values in the regime of interstitial iron in boron-doped silicon: $\sigma_n=4\times10^{-14}$ cm$^2$, $\sigma_p=7\times10^{-17}$ cm$^2$ and $N_t=3\times10^{12}$ cm$^{-3}$, with thermal velocities $v_n=2.0\times10^{7}$ and $v_p=1.6\times10^{7}$ cm/s. This density is well above that of a clean device-grade wafer. Iron can also pair with boron. The pairs form a different defect, so a sample containing both species does not obey the one-level model. That effect and surface recombination, which matters especially in thin silicon waveguides, are not sized here.

The subtraction of intrinsic recombination matters greatly. Take the Auger rate as $C(np-n_i^2)(n+p)$ and the radiative rate as $B(np-n_i^2)$. With rough coefficients $C=10^{-30}$ cm$^6$/s and $B=5\times10^{-15}$ cm$^3$/s, these channels add $8.95\%$ and $1.49\%$ to the defect rate at $\Delta=10^{16}$ cm$^{-3}$. The uncorrected lifetime there would be $149.2/1.104=135.1\ \mu$s. At $10^{14}$ cm$^{-3}$ the same coefficients add only about $0.05\%$, neglected in this estimate. Repeating the two-point extraction gives $A\simeq269.5\ \mu$s and
\begin{equation}
\alpha\simeq\frac{N\tau}{A}-\Delta
=\frac{1.01\times10^{16}\times3.364}{269.5}-10^{14}
\simeq2.6\times10^{13}\ \hbox{cm}^{-3}.
\end{equation}
The inferred $k_{\min}$ falls from about $714$ to about $380$. This figure depends on the assumed Auger rate and on the two points chosen: the form $C(np-n_i^2)p$ gives about $440$, and an upper point at $3\times10^{15}$ cm$^{-3}$ gives about $620$. A ten per cent lifetime error is amplified because $\alpha$ is a small difference of larger numbers.

Three further effects are smaller here. Trapped charge makes the excess electron and hole densities differ by at most $2.63\%$ of $\Delta$ over the listed members and injection range, but changes the lifetime at fixed excess electron density by at most $0.027\%$. At lower injection the mismatch grows: for the $0.38$ eV level the hole excess becomes about $21\%$ larger than the electron excess. The low-injection values quoted here are therefore electron lifetimes, which remain almost unchanged. About $0.84\%$ of the boron is neutral, for a rough $45$ meV acceptor level; using the boron density in place of $p_0$ lowers the inferred $k_{\min}$ by about $2.5\%$. For the equilibrium hole density, the leading relative error of Boltzmann statistics is about $0.013\%$.

\section{Variation 1: a falling lifetime curve}

\emph{Let $p_0=10^{15}$ cm$^{-3}$, $E_t=E_v+0.20$ eV and $\tau_n=\tau_p=10\ \mu$s, with the same silicon band parameters. Which levels fit the resulting curve?}

These are round model parameters. With $k=1$, equation \eqref{eq:bk} gives, for negligible $n_0$ and $n_1$,
\begin{equation}
b\simeq\frac{p_1-p_0}{2}
=\frac{1.179\times10^{16}-10^{15}}{2}
\simeq5.395\times10^{15}\ \hbox{cm}^{-3}.
\end{equation}
The lifetime falls from $118.1$ to $29.8\ \mu$s between $\Delta=10^{14}$ and $10^{16}$ cm$^{-3}$.

For $b>0$, equation \eqref{eq:product} gives $\alpha\gamma>n_i^2$. The alternatives in \eqref{eq:windows} reduce to $p_1>\gamma$ or $n_1>\alpha$, two separate windows:
\begin{equation}
E_t<E_v+0.220\ \hbox{eV}\quad\hbox{or}\quad
E_t>E_v+0.902\ \hbox{eV}.
\end{equation}
The middle of the gap is excluded. Ignoring the band edges, $k$ runs continuously between zero and infinity in each window. Since \eqref{eq:quadratic} has at most two roots, every positive $k$ occurs once in each.

Thus $k=1$ fits at $0.200$ and $0.918$ eV, while $k=87.4$ fits at $0.100$ eV and $k=0.0197$ at $1.000$ eV. Here the curve does not even decide which carrier is captured faster.

\section{Variation 2: another doping or temperature}

\emph{Can a second curve remove the ambiguity?}

First change the doping at fixed temperature, keeping the same kind of defect. Subtract \eqref{eq:bk} for the two samples, writing $\delta$ for the difference:
\begin{equation}
(1+k)\delta b=-\delta n_0-k\,\delta p_0
\quad\Rightarrow\quad
k=-\frac{\delta b+\delta n_0}{\delta b+\delta p_0}.
\end{equation}
The denominator equals $(\delta p_0-\delta n_0)/(1+k)$, which is nonzero when the net doping differs. The two curves therefore fix $k$, even if their defect densities differ.

The level then enters only through $p_1+kn_1$. Substituting $p_1=n_i^2/n_1$ gives a quadratic whose roots satisfy
\begin{equation}
n_1n_1'=\frac{n_i^2}{k}.
\label{eq:pair}
\end{equation}
These partners have identical curves at every doping of that temperature, within the stated assumptions. In the silicon example they are $0.380$ and $0.568$ eV. At $p_0=10^{15}$ cm$^{-3}$, with defect density held fixed, both predict a low-injection lifetime of $0.421\ \mu$s. The former equivalent at $0.20$ eV predicts $2.45\ \mu$s and is distinguishable. For a real sample these are electron lifetimes: at this doping and defect density, trapped charge makes the low-injection hole excess about three times the electron excess for the $0.380$ eV level. The assumption $\Delta n=\Delta p$ then requires an injection well above the defect density.

Now change the temperature. Insert \eqref{eq:levels} in \eqref{eq:pair}, with energies measured from $E_v$ and $E_g=E_c-E_v$:
\begin{equation}
E_t+E_t'=E_g-k_BT\ln\frac{kN_c}{N_v}.
\end{equation}
With $E_g$, $k$ and $N_c/N_v$ held fixed, the required sum changes with temperature unless $kN_c/N_v=1$. Two levels with fixed effective energies $E_t$ then cease to be partners. A degeneracy factor absorbed into $E_t$ would make that energy drift in proportion to $k_BT$; this drift is neglected here. At 400 K and $p_0=10^{16}$ cm$^{-3}$, with both capture times also held fixed and $N_c,N_v\propto T^{3/2}$, the low-injection lifetimes become $0.446$ and $0.565\ \mu$s. These values keep the 300 K gap. Narrowing it by $0.028$ eV, roughly the change in silicon, leaves the first almost unchanged but raises the second to about $0.75\ \mu$s.

This distinction relies on knowing how $k$ depends on temperature. If $k$ and $A$ may take new values, the level at $0.568$ eV reproduces the 400 K curve of the $0.38$ eV defect with $k\simeq1003$ instead of $714$ for the fixed gap, or roughly $2.7\times10^3$ for the narrower one. More generally, any energy inside the allowed windows at all measured temperatures still fits. A temperature series identifies the level only with a constraint on $k(T)$ strong enough to exclude such alternatives.

\section*{Calculated quantities}
\begin{verbatim}
Silicon (rough): gap 1.12 eV, T 300 K, kT 0.02585 eV
Nc 2.90e+19, Nv 2.70e+19, ni 1.095e+10 cm^-3
Rising example: p0 1.0e+16, n0 1.198e+04, Nt 3.0e+12 cm^-3
Level Ev+0.38 eV: n1 1.074e+07, p1 1.116e+13 cm^-3
sigma_n 4.0e-14, sigma_p 7.0e-17 cm^2
v_n 2.0e+07, v_p 1.6e+07 cm/s
tn 0.4167 us, tp 297.62 us, k 714.29
A 298.036 us, b -9.986004e+15 cm^-3
alpha 1.3996e+13, gamma -9.9860e+15 cm^-3
Low-injection lifetime 0.4171 us
D 1.0e+14 cm^-3: lifetime 3.364 us
D 1.0e+15 cm^-3: lifetime 27.473 us
D 1.0e+16 cm^-3: lifetime 149.226 us
Highest allowed level Ev+0.7440 eV
Least k 713.530, near Ev+0.47 eV
High/low lifetime ratio minus one 713.488
Partner level Ev+0.5683 eV
Equivalent defects: last two columns are low-injection lifetimes
at p0=1e+15 cm^-3, 300 K, and p0=1e+16 cm^-3, 400 K
E(eV)  k  sigma_n/sigma_p  tn(us)  tp(us)  tau_doping(us)  tau_hot(us)
0.1500 6540.82 5232.65 0.0456 297.990 3.7613 2.4858
0.2000 1555.86 1244.69 0.1914 297.844 2.4484 2.5953
0.3000 731.09 584.87 0.4071 297.629 0.5074 0.6882
0.3800 714.29 571.43 0.4167 297.619 0.4213 0.4456
0.5683 714.29 571.43 0.4167 297.619 0.4213 0.5654
0.7000 872.52 698.01 0.3412 297.695 1.1006 7.1303
0.7300 1705.59 1364.47 0.1746 297.861 2.5996 16.3941
Largest relative difference of the 300 K curves 2.1e-13
Partner k needed to fit true curve at 400 K: 1003.19
Falling model: p0 1.0e+15 cm^-3, Ev+0.20 eV, tn=tp=10.0 us
Falling model: A 20.00 us, b 5.3950e+15 cm^-3
Falling lifetime at D=1e14 and 1e16 cm^-3: 118.09, 29.81 us
Allowed below Ev+0.2202 eV or above Ev+0.9023 eV
Falling family: Ev+0.1000 eV, k 87.383
Falling family: Ev+0.2000 eV, k 1
Falling family: Ev+0.9182 eV, k 1
Falling family: Ev+1.0000 eV, k 0.019749
Neglected trapped charge / excess density: 2.63 %
Largest lifetime change from trapped charge: 0.027 %
Rough coefficients: Auger 1e-30 cm^6/s, radiative 5e-15 cm^3/s
Auger / defect rate at D=1e16 cm^-3: 8.95 %
Radiative / defect rate at D=1e16 cm^-3: 1.49 %
Neutral boron, level 45 meV: 0.84 %
Leading Boltzmann-statistics error: 0.0131 %
\end{verbatim}
